# Level-set growth spirals with a multivalued angle and harmless branch cuts

## What goes wrong with an ordinary height index

A screw dislocation turns the terraces of a crystal into one connected ramp. Walking once around it brings you back to the same point one or more layers higher or lower, unless you cross steps that make up the difference. No single-valued, continuous field can number such terraces. A computer nevertheless stores one number per grid point, so the angle around the dislocation must be cut along some line, where it jumps by $2\pi$. If that jump enters the terrace number, the surface shows a step where the crystal has none. If it enters a slope, the false step also grows.

The remedy has three parts: a height formula in which the cut cancels, a rule for differences that never sees the cut, and an equation of motion built on those differences.

## Four grid points around one dislocation

Put a dislocation that emits one step at the origin, and four grid points around it, in directions $45^\circ$, $135^\circ$, $225^\circ$ and $315^\circ$. Call them A, B, C, D. With the cut along the negative $x$ axis, their stored angles $\theta_0$ are

$$\tfrac{\pi}{4},\quad \tfrac{3\pi}{4},\quad -\tfrac{3\pi}{4},\quad -\tfrac{\pi}{4}.$$

Introduce a second, single-valued field $\varphi$, and let the step lie where $\varphi-\theta$ is a multiple of $2\pi$. The upper terrace is on the side where $\varphi-\theta$ is larger. For $\varphi=0$ the step is the ray $\theta=0$, between D and A.

First try the terrace index $\lfloor(\varphi-\theta_0)/2\pi\rfloor$. At A, B, C, D it is $-1,-1,0,0$. It changes between D and A, where the step is, but also between B and C, where there is only the cut. That second change is an artificial step.

Now add the angle back, and measure height in layers:

$$\frac{H}{s}=\frac{\theta_0}{2\pi}+\left\lfloor\frac{\varphi-\theta_0}{2\pi}\right\rfloor ,$$

where $s$ is the step height. The four values are

$$\tfrac18-1=-\tfrac78,\quad \tfrac38-1=-\tfrac58,\quad -\tfrac38+0=-\tfrac38,\quad -\tfrac18+0=-\tfrac18 .$$

The surface rises by a quarter layer from each point to the next. From D to A it changes by $-\tfrac34$, a quarter layer of ramp minus one full step. Nothing happens at the cut.

Move the cut to the positive $x$ axis. The angles of C and D become $5\pi/4$ and $7\pi/4$, and their heights are $\tfrac58-1=-\tfrac38$ and $\tfrac78-1=-\tfrac18$, as before.

Let the crystal grow until $\varphi=\pi/2$. The step now lies at $\theta=\pi/2$, between A and B. At A the height is $\tfrac18+\lfloor\tfrac14-\tfrac18\rfloor=\tfrac18$, one layer more than before. The other three heights are unchanged. The step has swept over A and added one layer there.

The differences need the same care. With the first cut, the stored angles change by $\pi/2$, $-3\pi/2$, $\pi/2$, $\pi/2$ around the square. Their sum is zero, so the dislocation has disappeared. Reducing each difference by a multiple of $2\pi$ to the interval $(-\pi,\pi)$ turns $-3\pi/2$ into $\pi/2$, and the sum becomes $2\pi$, as it should.

## Many dislocations

Let dislocation $j$ at the fixed position $\mathbf a_j$ emit $|m_j|$ steps, with the sign of the integer $m_j$ giving its sense. Define

$$\theta(\mathbf x)=\sum_j m_j\arg(\mathbf x-\mathbf a_j),\qquad u=\varphi-\theta .$$

The steps are the points where $u\in2\pi\mathbb Z$. Although $u$ is multivalued, its values at a point differ by multiples of $2\pi$, so the step set is well defined. The height formula stays as above, with $\theta_0$ any branch of this total angle.

**Changing the cuts.** Another branch is $\theta_0'=\theta_0+2\pi N(\mathbf x)$ with integer $N$. The first term of $H/s$ gains $N$. The second becomes $\lfloor(\varphi-\theta_0)/2\pi-N\rfloor$, which is smaller by $N$, because an integer can be taken out of the floor. The height is unchanged. The update rule for cuts is therefore to replace $\theta_0$ and leave $\varphi$ alone.

**Where the height jumps.** Let $w\in[0,2\pi)$ be $u$ reduced modulo $2\pi$; it does not depend on the branch. Then $\varphi-\theta_0=2\pi F+w$, where $F$ is the floor in the formula, and

$$H=\frac{s}{2\pi}(\theta_0+2\pi F)=\frac{s}{2\pi}(\varphi-w).$$

Where $\varphi$ is continuous, $H$ can jump only where $w$ does, and that is on the steps. Crossing a step towards larger $u$, $w$ falls from $2\pi$ to $0$ and $H$ rises by $s$. In effect $H$ uses the branch of $\theta$ whose cuts lie on the steps, and these cuts follow the steps as they move.

This can be tested without any branch. Take $m=2$ at $(-2,0)$, $m=-1$ at $(2,0)$ and a smooth prescribed $\varphi$. Walk from $(-5,-1.3)$ to $(5,1.1)$, integrating $\nabla\theta$ along the path and counting steps with the single-valued phase $e^{iu}$. Passing above both dislocations gives a ramp of $-0.6073$ layers and one upward step. Passing below gives $0.3927$ and no step. Passing between them gives $-1.6073$ and two steps. The total rise is $0.3927$ layers each time, and the height formula gives the same value for each of four cut directions.

**Differences along grid edges.** Seen from a centre that is not on the edge, a straight edge subtends an angle smaller than $\pi$. The stored angles at its ends differ by this angle plus some multiple of $2\pi$, so reduction to $(-\pi,\pi)$ recovers it. With $\operatorname{wrap}$ denoting that reduction, the increment is

$$g_e=\sum_j m_j\,\operatorname{wrap}\!\left[\Delta_e\arg(\mathbf x-\mathbf a_j)\right],$$

which equals $\int_e\nabla\theta\cdot d\mathbf l$. Around a grid cell these increments add to $2\pi$ times the charge $m_j$ inside it.

The order of operations matters. For $m=2$ in the middle of a square cell, each edge of the cell contributes $2\times\pi/2=\pi$. A distant second dislocation may raise this to $\pi+0.1$. Reducing the summed angle would then give $-\pi+0.1$, an error of one whole step. For two centres with $m=2$, reduction of the sum assigned a false charge to 8 cells; separate reduction assigned none.

## The equation of motion

The driving force comes from the supersaturation. An island of radius $R$ changes the free energy by

$$G(R)=2\pi R\beta-\pi R^2\frac{\Delta\mu}{a_s},$$

where $\beta$ is the step free energy per length, $\Delta\mu$ the free energy gained per atom, and $a_s$ the area per atom in a layer. Setting $dG/dR=0$ gives the critical radius $\rho_c=a_s\beta/\Delta\mu$. The gain per added area is

$$-\frac{1}{2\pi R}\frac{dG}{dR}=\frac{\Delta\mu}{a_s}-\frac{\beta}{R}=\frac{\Delta\mu}{a_s}\left(1-\frac{\rho_c}{R}\right).$$

Assume that the step speed is proportional to this gain, isotropic, and the same for every step. For curvature $\kappa$, positive for an island, the normal speed is then

$$V=v_0(1-\rho_c\kappa).$$

The normal pointing to the lower terrace is $\mathbf n=-\nabla u/|\nabla u|$, and $\kappa=\nabla\cdot\mathbf n$. A point moving with a step keeps $u=2\pi k$, so $u_t+\nabla u\cdot\dot{\mathbf x}=0$. Since $\nabla u\cdot\dot{\mathbf x}=-|\nabla u|V$, this means $u_t=|\nabla u|V$. The dislocations are pinned, hence $\theta_t=0$ and

$$\varphi_t=v_0|\nabla u|\left[1+\rho_c\nabla\cdot\frac{\nabla u}{|\nabla u|}\right].$$

Meeting steps merge without special treatment, because they are level lines of one field.

The curvature term needs a form that is safe where $|\nabla u|$ is small. Let $p=|\nabla u|$. The product rule gives $p\,\nabla\cdot(\nabla u/p)=\nabla^2u-\nabla u\cdot\nabla p/p$. In addition, $\nabla u\cdot\nabla p=(u_x^2u_{xx}+2u_xu_yu_{xy}+u_y^2u_{yy})/p$. Putting both over the denominator $p^2$ leaves

$$p\,\nabla\cdot\frac{\nabla u}{p}=\frac{u_{xx}u_y^2-2u_xu_yu_{xy}+u_{yy}u_x^2}{u_x^2+u_y^2}.$$

The factors multiplying the three second derivatives have magnitude at most one.

## The algorithm

Use a square grid of spacing $h$, with no edge passing through a dislocation, and units $\rho_c=v_0=1$.

1. Compute the increments $g_e$ once. They may be recomputed with any other cuts.
2. On each edge form the slope $D_e=(\Delta_e\varphi-g_e)/h$ of $u$. On the outer boundary set the normal slope to zero.
3. Let $\delta_i=D_{i+1/2}-D_{i-1/2}$. Form the one-sided slopes
$$p_i^+=D_{i+1/2}-\tfrac12 M(\delta_i,\delta_{i+1}),\qquad p_i^-=D_{i-1/2}+\tfrac12 M(\delta_{i-1},\delta_i),$$
where $M$ is the argument of smaller magnitude if the signs agree, and zero otherwise.
4. In each direction use $\max(p^+,-p^-,0)$ as the slope in $|\nabla u|$. In one dimension $u_t=|u_x|$ carries values from larger to smaller $u$, and this choice looks towards the larger neighbour.
5. For the curvature term use averages of adjacent edge slopes for $u_x,u_y$, and $\delta/h$ for $u_{xx},u_{yy}$. For $u_{xy}$ average the two orders of differentiation. Add a tiny constant, here $10^{-12}$, to the denominator.
6. If the resulting rate is $f(\varphi)$, advance by $\varphi^*=\varphi+\Delta t\,f(\varphi)$ and then $\varphi\leftarrow\varphi+\tfrac12\Delta t\,[f(\varphi)+f(\varphi^*)]$, with $\Delta t\le h^2/4$.
7. When the surface is wanted, evaluate $H$ with any branch $\theta_0$, using the same stored $\theta_0$ in both terms.

Why not insert the analytic $\nabla\theta$ at the nodes, which has no cut at all? Consider the terrace next to a step joining two opposite dislocations. It carries no other step, and its height simply follows the ramp. Choose the starting $\varphi$ there as a branch of $\theta$ plus a constant, so that $u$ is constant. (Other choices can describe the same surface with a varying $u$; then $\varphi$ changes on the terrace, but the height does not until a step passes.) The differences of $\varphi$ equal $g_e$, every $D_e$ on the terrace vanishes, and the terrace rests until the step reaches it. The tested rate away from the step was $5\times10^{-15}$, which is rounding. A finite difference of $\varphi$ does not equal the analytic gradient at a node: the mismatch reached 0.027 rad$/\rho_c$ on the same terrace. The term $v_0|\nabla u|$ would read it as a real slope.

In a run with two like dislocations, all cuts were replaced every 0.25 time units by new ones, with random multiples of $2\pi$ added at the nodes. After 2 time units $\varphi$ differed from the undisturbed run by $1.3\times10^{-14}$ rad.

The motion itself has an elementary check. Without dislocations, a circular island obeys $\dot R=1-1/R$. Since $R/(R-1)=1+1/(R-1)$, integration gives

$$R+\ln(R-1)=R_0+\ln(R_0-1)+t .$$

Starting from $R_0=3$, at $t=4$ this gives $R=6.070$; the grid with $h=0.25$ gives 6.067.

## Growth rate and the single spiral

From $H=(s/2\pi)(\varphi-w)$ and $0\le w<2\pi$, the height differs from $s\varphi/2\pi$ by less than one step. This difference cannot accumulate, so the long-time growth rate is

$$\mathcal R=\frac{s}{2\pi}\langle\varphi_t\rangle .$$

For one centre with $m=1$, seek a spiral that rotates without changing shape: $u=\omega t-g(r)-\vartheta$, in polar coordinates. With $q=r\,g'(r)$, the radial and angular components of $\nabla u$ are $-q/r$ and $-1/r$. Hence

$$|\nabla u|=\frac{\sqrt{1+q^2}}{r},\qquad V=\frac{u_t}{|\nabla u|}=\frac{\omega r}{\sqrt{1+q^2}} .$$

The radial component of $\mathbf n$ is $q/\sqrt{1+q^2}$, and its angular component does not depend on $\vartheta$. The curvature is therefore

$$\kappa=\frac1r\frac{d}{dr}\frac{rq}{\sqrt{1+q^2}}=\frac{q}{r\sqrt{1+q^2}}+\frac{q'}{(1+q^2)^{3/2}} .$$

Insert both into $V=1-\kappa$, multiply by $(1+q^2)^{3/2}$ and solve for $q'$:

$$q'=(1+q^2)\left[\sqrt{1+q^2}-\omega r-\frac qr\right].$$

Near the centre $q'+q/r=1$, so $q=r/2$. If $\omega$ is too small, the numerical solution blows up; if it is too large, $q$ turns back to zero. The value in between is $\omega=0.330958\,v_0/\rho_c$. Far out the step becomes straight, $V\to1$ and $q/r\to\omega$. Successive turns are then $\lambda=2\pi v_0/\omega=18.985\,\rho_c$ apart.

The right-hand side of the field equation doubles when $u$ doubles. If $u_1$ solves the problem for $m=1$, then $mu_1$ solves it for a positive charge $m$; a negative charge gives the mirror image, with $|m|$ in place of $m$ below. Its level lines are $m$ equally spaced arms, $\varphi_t=m\omega$, and the arm spacing is $\lambda/m$.

Runs with $m=2$, started from $\varphi=0$ in a square of half-width $8\rho_c$, give $\omega=0.3486$ for $h=0.5$ and $0.3376$ for $h=0.25$. These are 5.3 % and 2.0 % above the spiral equation. The drop of $\varphi$ per arm between $r=1$ and $r=5$ is 1.615 rad on the finer grid, against 1.559 rad from the equation. Absolute rates below thus carry errors of a few per cent.

## Interacting spirals

For two like dislocations a distance $d$ apart, the limit $d\to0$ is one centre with twice the charge, which grows twice as fast. For finite $d$ a rough estimate follows from travel time. A step circling both centres needs the turn time $T=\lambda/v_0$ plus $2d/v_0$ for the straight stretches, while two centres supply steps. Relative to one centre, the rate is

$$\frac{2/(T+2d/v_0)}{1/T}=\frac{2}{1+2d/\lambda}.$$

This falls to one at $d=\lambda/2$, beyond which the estimate no longer applies. At $d=4\rho_c$ it gives 1.407; the simulation gives 1.312, averaged over times 30 to 40. A further run in a square of half-width $6\rho_c$, averaged over times 18 to 26, gave 1.378, so the ratio is known only to about 5 %. The estimate lies 2 to 7 % above these runs. It ignores how the step bends as it passes from one centre to the other, but the runs do not separate this effect from the errors due to grid and box.

In this simulated surface, 192 grid edges cross true steps. The height formula produced no artificial step for either of two cut directions. The bare floor index with a frozen cut changed wrongly on 83 edges.

Opposite dislocations can be joined by a step at rest. It must have $\kappa=1/\rho_c$, so it is an arc of a circle of radius $\rho_c$, whose chord cannot exceed $2\rho_c$. A closer pair can hold such an arc; a wider pair has none and can keep emitting closed loops. At $d=4\rho_c$ the simulated rate was 1.095 times that of one centre with the same $|m|$; further runs with other boxes, grid spacings and averaging times gave 1.06 to 1.14. At $d=\rho_c$ it was 0.029 times. The stationary arc implies zero in the long run. The remainder is slow creep on a grid with only four cells between the centres: it persists unchanged up to time 80, but falls to about $10^{-4}$ or less when the spacing is reduced to $\rho_c/6$.

## Zinc grown from vapour

The hexagonal cell of zinc contains two layers along $c$. A screw dislocation with Burgers vector $c$ therefore emits two steps of height $s=c/2$, so $m=2$. Take as rough inputs for this example, not as reference data, $T=550$ K, vapour pressure $5\times10^{-4}$ Torr, $a=0.266$ nm, $c=0.495$ nm, a step free energy of 0.10 eV per edge atom, and a surface diffusion length $\ell=20$ nm. The step free energy and $\ell$ are order-of-magnitude assumptions. At this temperature the entropy of kinks makes the step free energy noticeably smaller than the energy of a straight step, and the growth rate found below varies as $1/\beta$. The supersaturation is chosen as $\sigma=0.01$.

The driving force is $\Delta\mu=k_BT\ln(1+\sigma)=0.0474\times0.00995=4.72\times10^{-4}$ eV. With $a_s=0.0613$ nm² and $\beta=0.10/0.266=0.376$ eV/nm,

$$\rho_c=\frac{0.0613\times0.376}{4.72\times10^{-4}}\approx49\ \text{nm}.$$

The pressure corresponds to a flux $F=926$ atoms/(nm² s). Near equilibrium, with every arriving atom sticking, the net supply is $\sigma F$. A step collects it from a strip of width $\ell$ on each side:

$$v_0=2\ell\sigma Fa_s=2\times20\times0.01\times926\times0.0613\approx23\ \text{nm/s}.$$

Using the grid value of $\omega$, one turn takes $2\pi\rho_c/(0.3376\,v_0)\approx40$ s and adds a height $c$. The growth rate is $0.495/40=0.0124$ nm/s, or about 45 nm/h; the value of $\omega$ from the spiral equation gives 43.6 nm/h. A like pair $4\rho_c=195$ nm apart gives 1.31 to 1.38 times this, about 58 to 61 nm/h. Far from a single dislocation the arms are $\lambda/2\approx460$ nm apart, and the hillock slope is $0.03^\circ$.

How does this compare with real growth? A supersaturation of 1 % is hard to hold: $v_0\propto\sigma$ and nearly $\rho_c\propto1/\sigma$, so the rate varies as $\sigma^2$, and a pressure error of 0.1 % moves it by about 20 %. Several neglected effects are small here. Between parallel steps a distance $L$ apart, surface diffusion reduces the collecting width on each side from $\ell$ to $\ell\tanh(L/2\ell)$. For arms $2\rho_c$ apart this competition for atoms lowers the speed by 1.5 %, though it is stronger near the centre, where the arms converge. The strain energy per atom around the dislocation, $\mu_s c^2a_s s/(8\pi^2r^2)$ with a rough shear modulus $\mu_s=40$ GPa, is 1 % of the driving force at $r=\rho_c$ and equals it at 5 nm. Its effect on the rotation rate is larger than the first figure suggests. If this term is subtracted from the driving force in the spiral equation, and the step meets a core of radius 0.5 to 2 nm at a right angle, $\omega$ drops by 2 to 3 %. Nucleation on terraces faces a barrier $\pi\beta\rho_c\approx1200\,k_BT$. The assumption that all steps are equal is open to doubt, since alternate steps on this surface have different atomic structure. If their speeds in a given direction differed by 10 %, arms half a turn apart would meet after $0.5/0.1=5$ turns and the equal spacing would be lost. The present model does not determine how the growth rate would then change.

## When the dislocations move

Pinning is essential to the rule "change $\theta_0$, keep $\varphi$". If a centre $\mathbf a_j$ moves, $\theta$ changes by amounts that are not multiples of $2\pi$, and keeping $\varphi$ would displace steps away from the centre as well, by the change of $\theta$ divided by $|\nabla u|$. In a developed spiral $|\nabla u|$ tends to a constant, so this shift falls off with distance. For the straight step of $\varphi=0$, $|\nabla u|$ itself falls as $1/r$, and the whole step moves rigidly with the centre. Moreover, a gliding screw dislocation leaves a real slip step along its path. That step must be added as physics; it is not a cut to be removed.

Apart from the further runs on pairs of dislocations, the strain shift of $\omega$ and the zinc rate from the exact $\omega$, the values quoted here can be compared with the numerical output below.

## Numbers as computed

```
TESTS (lengths in rho_c, times in rho_c/v0)
walk above: ramp -0.6073, steps 1, rise 0.3927 layers
walk below: ramp 0.3927, steps 0, rise 0.3927 layers
walk between: ramp -1.6073, steps 2, rise 0.3927 layers
rise from height formula: 0.3927 layers
edge increment minus line integral: 3.1e-15 rad
cells with false charge, joint reduction: 8
change of phi when cuts are scrambled: 1.3e-14 rad
flat terrace, edge scheme, rate: 5.0e-15 v0/rho_c
flat terrace, nodal gradient, slope: 0.027 rad/rho_c
island radius from 3.0 after t=4.0: grid 6.067, exact law 6.070
omega from spiral equation: 0.330958 v0/rho_c
omega on grid h=0.50: 0.3486 v0/rho_c
omega on grid h=0.25: 0.3376 v0/rho_c
phi drop r=1 to 5 per arm: grid 1.615, equation 1.559 rad
single-arm spacing: 18.985 rho_c
like pair, d=4: rate / one centre = 1.312
  transit-time estimate: 1.407
opposite pair, d=4: rate / one centre = 1.095
opposite pair, d=1: rate / one centre = 2.9e-02
grid edges crossed by true steps: 192
artificial step edges, cut follows step: 0
artificial step edges, frozen cut: 83
surface change for another cut: 1.8e-15 layers
ZN BASAL PLANE (rough inputs)
T 550 K, supersaturation 0.01, p 5e-04 Torr
a 0.266 nm, c 0.495 nm, step height 0.2475 nm
step energy 0.10 eV/atom = 0.376 eV/nm
diffusion length 20 nm, shear 40 GPa
kT 0.04740 eV, site area 0.06128 nm2
driving force 0.4716 meV/atom
vapour flux 926.2 atoms/(nm2 s)
critical radius 48.85 nm, step speed 22.70 nm/s
pair separation 195.4 nm
turn time of one centre 40.05 s
far step spacing, two arms 463.7 nm
hillock slope 0.0306 degrees
growth, one dislocation 0.01236 nm/s = 44.5 nm/h
growth, like pair 0.01621 nm/s = 58.4 nm/h
NEGLECTED EFFECTS
speed loss by overlap, arms 2 rho_c apart: 1.50 %
speed loss by overlap, far arms: 1.7e-08 %
capture change at radius 2 rho_c: -0.57 %
strain / driving force at rho_c: 1.04 %
radius where strain = driving force: 4.99 nm
terrace nucleation barrier: 1217 kT
kink spacing: 0.65 nm
turns until arms meet, speeds 10 % apart: 5.0
```
